# Long-Channel Transistor Current as a Difference of One Function, part 1

(Sections cited here and not found follow in the second part.)

## From the square law to a general difference

For a long, uniform n-channel transistor whose mobility \(\mu\) is the same at every point of the channel and at every source and drain voltage,

\[
I=G(V_S)-G(V_D),\qquad G(V)=\frac{\mu W}{L}F(V),\qquad F(V)=\int_V^\infty Q(V')\,dV'. \tag{1}
\]

Here \(W\) and \(L\) are the channel width and length, and \(I\) is positive when conventional current flows from drain to source. \(Q>0\) is the magnitude of the mobile electron charge per area. \(V\) is the electron quasi-Fermi voltage: the quasi-Fermi energy is \(-qV\), with \(q>0\) the elementary charge. \(V_S\) and \(V_D\) are the values of \(V\) at the two channel ends, inside any contact resistance. The gate voltage \(V_G\) and the temperature are fixed parameters of \(G\). If the transistor has a body, its potential is held fixed as well.

The condition on the mobility has two parts. A mobility that is uniform along the channel but changes with \(V_S\) and \(V_D\) together still makes \(I/\mu\) a difference, but it need not make \(I\) one. An example appears below.

**The simplest case.** Let \(x\) run from the source at \(x=0\) to the drain at \(x=L\). Suppose that the gate acts as a capacitor of capacitance \(C\) per area, that there is a sharp threshold \(V_T\), and that diffusion is negligible. With \(U=V_G-V_T\) and \(V<U\),

\[
Q=C(U-V),\qquad I=\mu WC(U-V)\frac{dV}{dx}.
\]

The second relation is charge per area times width times drift speed. The drift speed is set by the gradient of the electrostatic potential, which equals \(dV/dx\) when diffusion is negligible; equations (2) and (4) below confirm this. Electrons move toward higher potential, from source to drain, so the conventional current runs from drain to source and is positive for \(dV/dx>0\). In steady state, with no current lost on the way, \(I\) is the same at every \(x\). Integration over the channel gives

\[
IL=\mu WC\int_{V_S}^{V_D}(U-V)\,dV
=\mu W\left[\frac C2(U-V_S)^2-\frac C2(U-V_D)^2\right].
\]

The difference is already visible, with \(F=C(U-V)^2/2\). For \(V_S=0\) the bracket is \(C(UV_D-V_D^2/2)\), the square law. For small \(V_D\) it tends to \(CUV_D\), which describes a resistor. At \(V_D=U\) the drain term vanishes and the current reaches \(\mu WCU^2/(2L)\).

Integrating only as far as \(x\) gives the voltage profile. For \(U=2\) V, \(V_S=0\) and \(V_D=1\) V, the midpoint obeys \((2-V)^2=(4+1)/2\) with voltages in volts, so \(V=0.419\) V. This is less than half the drain voltage, because the channel holds less charge near the drain and needs a larger gradient there to carry the same current.

**Adding diffusion.** The sharp threshold discards the electrons that remain when \(V>U\), and those electrons move mainly by diffusion. To include them, let \(-q\psi(x)\) be the energy of the band bottom from which the electrons' kinetic energy is measured. With \(n=Q/q\) electrons per area, the particle flux toward the drain is

\[
\Gamma=\mu n\frac{d\psi}{dx}-D\frac{dn}{dx}.
\]

The first term is positive for rising \(\psi\) because electrons drift toward higher potential. The second sends them from high to low density. Multiplying by \(qW\) gives the current from drain to source:

\[
I=W\left(\mu Q\frac{d\psi}{dx}-D\frac{dQ}{dx}\right). \tag{2}
\]

The diffusion constant \(D\) is not independent of \(\mu\). Assume that the electrons are close enough to local equilibrium for \(Q\) to be a function of the separation between quasi-Fermi level and band bottom, that is, of \(\psi-V\). Write a prime for the derivative of \(Q\) with respect to this argument. In equilibrium \(V\) is constant and \(I=0\), even if \(\psi\) varies. Then \(dQ/dx=Q'\,d\psi/dx\), and equation (2) requires

\[
0=W\left(\mu Q-DQ'\right)\frac{d\psi}{dx}
\quad\Longrightarrow\quad
\frac D\mu=\frac{Q}{Q'}. \tag{3}
\]

This is the Einstein relation for any local statistics. For nondegenerate electrons \(Q\propto e^{(\psi-V)/\phi}\), with \(\phi=kT/q\), so \(Q'=Q/\phi\) and \(D/\mu=\phi\).

Near equilibrium \(\mu\) and \(D\) keep their local equilibrium relation while \(V\) is allowed to vary. Now \(dQ/dx=Q'(d\psi/dx-dV/dx)\). Substitution into equation (2), with \(DQ'=\mu Q\), gives

\[
I=W\left[\mu Q\frac{d\psi}{dx}-\mu Q\left(\frac{d\psi}{dx}-\frac{dV}{dx}\right)\right]
=\mu WQ\frac{dV}{dx}. \tag{4}
\]

The gradients of \(\psi\) cancel. Equation (4) has the form of a drift law, but its driving force is the gradient of the quasi-Fermi voltage, and it contains both drift and diffusion.

**Adding depth.** A real channel has electrons at several depths, or in several quantum subbands. Label these groups by \(j\), with charge \(Q_j\) and band bottom \(-q\psi_j\). Assume that exchange between the groups is fast enough for all of them to share one \(V(x)\). The argument above applies to each group and gives \(I_j=\mu_jWQ_j\,dV/dx\). The separate \(I_j\) need not be constant along \(x\), since electrons can change group. Their sum is

\[
I=W\frac{dV}{dx}\sum_j\mu_jQ_j .
\]

If all groups have the same mobility, the sum is \(\mu Q\) and equation (4) returns.

**Closing the proof.** Two more facts are needed. The first is continuity: with only electrons carrying current, no recombination, no gate leakage and steady state, \(I\) does not depend on \(x\). The second is local electrostatics. In the gradual-channel approximation the potential varies much more slowly along the channel than across it, so the charge at \(x\) follows from a one-dimensional problem in depth. Its inputs are the gate voltage, the local \(V\) and the layer structure. If that structure is the same everywhere, \(x\) enters through \(V(x)\) alone, and \(Q=Q(V)\). Then

\[
IL=\int_0^L I\,dx=\mu W\int_0^L Q(V(x))\frac{dV}{dx}\,dx
=\mu W\int_{V_S}^{V_D}Q(V)\,dV .
\]

The last step is the chain rule. Splitting the integral,

\[
\int_{V_S}^{V_D}Q\,dV=\int_{V_S}^{\infty}Q\,dV-\int_{V_D}^{\infty}Q\,dV=F(V_S)-F(V_D),
\]

which proves equation (1). The integrals to infinity are finite. As \(V\) rises at fixed gate voltage the channel empties, \(\psi\) approaches the value set by the empty structure, and \(Q\) falls as \(e^{-V/\phi}\). Any other fixed upper limit would add a constant to \(F\) and leave the current unchanged.

The limits agree with the simple case. For \(V_D\) close to \(V_S\), the current is \((\mu W/L)Q(V_S)(V_D-V_S)\). For large \(V_D\), \(F(V_D)\) tends to zero and \(I\) tends to \(G(V_S)\), which is saturation in this model. In a real transistor the electron speed is finite, so the charge at the drain cannot vanish while current flows, and equation (4) fails close to that end. Exchanging the two end voltages reverses the current.

**What fixes the function.** If \(G\) and \(H\) both reproduce the current, then \(G(a)-H(a)=G(b)-H(b)\) for every pair \(a,b\), so \(G-H\) is a constant. The derivative of \(G\) is therefore unique. From equation (1), \(dG/dV=-\mu WQ/L\), so

\[
\frac{\partial I}{\partial V_D}=\frac{\mu W}{L}Q(V_D),\qquad
\frac{\partial I}{\partial V_S}=-\frac{\mu W}{L}Q(V_S). \tag{5}
\]

The output conductance measures the charge at the drain end. Integrating equation (4) from the source to \(x\), and dividing by the integral over the whole channel, gives the profile:

\[
\frac xL=\frac{F(V_S)-F(V)}{F(V_S)-F(V_D)}. \tag{6}
\]

**A criterion that does not need \(F\).** Write \(I(a,b)\) for the current with \(V_S=a\) and \(V_D=b\). If \(I(a,b)=G(a)-G(b)\), then

\[
I(a,b)+I(b,c)=I(a,c), \tag{7}
\]

because \(G(b)\) cancels. Conversely, suppose that equation (7) holds for all voltages. Fix one voltage \(c\) and define \(G(a)=I(a,c)\). Then \(I(a,b)=I(a,c)-I(b,c)=G(a)-G(b)\). Additivity is thus equivalent to the difference form, and three currents of the same transistor can disprove it, provided \(a\), \(b\) and \(c\) are the voltages at the channel ends. Series resistance at the contacts breaks additivity in the terminal voltages even when the channel itself obeys equation (1).

**Relaxing the assumptions on mobility.** Suppose first that \(\mu=\mu(x)\), independent of bias. Dividing equation (4) by \(\mu(x)\) before integrating gives

\[
I\int_0^L\frac{dx}{\mu(x)}=W\left[F(V_S)-F(V_D)\right].
\]

The difference survives, so a uniform mobility is sufficient but not necessary. Suppose next that \(\mu\) depends on the local charge or the local vertical field. At fixed gate voltage both are functions of \(V\), and

\[
IL=W\int_{V_S}^{V_D}\mu(V)Q(V)\,dV .
\]

This is again a difference, with \(\mu Q\) in place of \(Q\) under the integral.

A mobility that depends on the gradient of \(V\) behaves differently. Take \(V_D>V_S\) and let the electron speed be \(v=\mu E/(1+\mu E/v_{\rm sat})\), with \(E=dV/dx\) and constant \(\mu\). Then \(I=WQv\), and multiplication by the denominator gives

\[
I\left(1+\frac{\mu}{v_{\rm sat}}\frac{dV}{dx}\right)=\mu WQ\frac{dV}{dx}.
\]

Both sides can be integrated over the channel:

\[
I=\frac{\mu W\left[F(V_S)-F(V_D)\right]}{L+\mu(V_D-V_S)/v_{\rm sat}}. \tag{8}
\]

Solving the local equation for the gradient gives \(dV/dx=I/[\mu(WQ-I/v_{\rm sat})]\), so equation (8) needs \(Q>I/(Wv_{\rm sat})\) along the whole channel.

The same current follows from the uniform mobility \(\mu/[1+\mu(V_D-V_S)/(Lv_{\rm sat})]\) inserted in the constant-mobility formula. This mobility does not vary with position, yet the current is not a difference. Split the voltage range at some \(b\) between \(V_S\) and \(V_D\). Each part has a smaller denominator than the whole, while the numerators add. The sum of the two partial currents therefore exceeds the whole current, and equation (7) fails.

**A channel that is not uniform.** The difference can also be lost through \(Q\). Let the threshold rise by \(\kappa\) from source to drain, so that in the simple case \(Q=C(U-\kappa x/L-V)\). With \(s=x/L\), the integral of equation (4) is

\[
\frac{IL}{\mu WC}=\int_{V_S}^{V_D}(U-V)\,dV-\kappa\int_{V_S}^{V_D}s(V)\,dV .
\]

The second integral needs the profile \(s(V)\), which depends on both end voltages. To first order in \(\kappa\), the profile of the uniform channel may be used there.

Consider \(I(a,b)+I(b,a)\) with \(a<b<U\), which would vanish for a difference. In the uniform channel, exchanging the end voltages mirrors the profile, so \(s\) becomes \(1-s\). The two \(\kappa\) terms add up to

\[
-\kappa\int_a^b s\,dV+\kappa\int_a^b(1-s)\,dV=-\kappa\int_a^b(2s-1)\,dV .
\]

By equation (6), \(ds/dV\) is proportional to \(Q(V)\), which falls with \(V\). The curve \(s(V)\) is therefore concave and lies above the straight line joining its ends, so its average exceeds one half. The integral is positive, and the difference form fails at first order in \(\kappa\).

## An explicit function for a thin-film transistor

The first half gives \(I=(\mu W/L)[F(V_S)-F(V_D)]\) with \(F(V)=\int_V^\infty Q\,dV'\). Here \(V\) is the electron quasi-Fermi voltage, \(Q\) the magnitude of mobile charge per area, and \(-q\psi\) the energy of the band bottom. As before, \(\phi=kT/q\) and \(U=V_G-V_T\). The Einstein relation is \(D/\mu=Q/Q'\), where the prime is a derivative with respect to \(\psi-V\). The form holds if and only if \(I(a,b)+I(b,c)=I(a,c)\).

To evaluate \(F\), one needs \(Q(V)\). A semiconductor film a few nanometres thick, with a gate on one side and air on the other, allows a closed form that includes degeneracy.

**Statistics.** Assume one occupied subband, parabolic and isotropic in the plane, with effective mass \(m\) and two spin states. The number of states per area between \(k\) and \(k+dk\) is \(2\cdot2\pi k\,dk/(2\pi)^2=k\,dk/\pi\). With \(dE=\hbar^2k\,dk/m\), the density of states is the constant \(m/(\pi\hbar^2)\). Let \(\eta=(\psi-V)/\phi\) be the height of the quasi-Fermi level above the subband bottom in units of \(kT\), and let \(y\) be the kinetic energy in the same units. Then

\[
\frac Q{qN}=\int_0^\infty\frac{dy}{1+e^{y-\eta}}
=\left[-\ln(1+e^{\eta-y})\right]_0^\infty=\ln(1+e^\eta),\qquad N=\frac{mkT}{\pi\hbar^2}.
\]

Define \(u=Q/(qN)\). Inverting the logarithm gives \(\psi-V=\phi\ln(e^u-1)\).

For a long, uniform channel with constant mobility, the current is the difference of one function taken at the two channel ends, and for the thin film the statistics now relate the charge to \(\psi-V\). It remains to find how the charge shifts \(\psi\), to obtain \(F\) explicitly, and to test the result on an example.
